\section*{Kinematic limits and the Cherenkov threshold for acoustic phonon scattering}

\section{Why the limits are needed}

A scattering rate for electrons and acoustic phonons is a sum over phonon wavevectors. Energy conservation ties the size of the phonon wavevector to its direction, so once the angle has been integrated out, the remaining integral over the size needs limits; outside them the energy balance has no solution. An electron at rest at the bottom of its band has no energy to give and cannot emit at all. A fast electron can emit only up to a limit: in the example below, the largest phonon wavevector that can be emitted is about 13\% of the way to the model zone edge $\pi/a$ with $a=0.50$ nm.

The conservation laws fix which phonons can take part. They also show that emission has a threshold, the speed of sound, and that it is the quantum form of the Cherenkov radiation of sound by a supersonic source.

\section{Assumptions and statement}

The electron moves in one isotropic parabolic band,
\begin{equation}
E(\mathbf k)=\frac{\hbar^2k^2}{2m},\qquad
\mathbf v=\frac{1}{\hbar}\nabla_{\mathbf k}E=\frac{\hbar\mathbf k}{m},
\end{equation}
with effective mass $m$. The phonon belongs to an acoustic branch with $\omega=sq$, where $s$ is the speed of sound and $q=|\mathbf q|>0$. One phonon is exchanged at a time, no reciprocal lattice vector is added (a normal process), and the coupling is weak enough for energy to be conserved sharply between the free electron and phonon states. The angle between $\mathbf q$ and the initial $\mathbf k$ is $\theta$. The natural unit of wavevector is that of an electron moving at the speed of sound,
\begin{equation}
k_s=\frac{ms}{\hbar},\qquad\text{so that}\qquad \frac{k}{k_s}=\frac{v}{s}.
\end{equation}

\paragraph{Theorem.} Under these assumptions:

(a) Emission requires $v>s$. The emitted phonon has
\begin{equation}
q=2(k\cos\theta-k_s),\qquad 0<q\le 2(k-k_s).
\label{eq:em}
\end{equation}

(b) Absorption is possible at every electron speed. The absorbed phonon has
\begin{equation}
q=2(k_s-k\cos\theta),
\label{eq:ab}
\end{equation}
with $0<q\le2(k+k_s)$ if $v\ge s$, and $2(k_s-k)\le q\le 2(k_s+k)$ if $v<s$.

(c) As $q\to0$, the emission angle tends to $\arccos(s/v)$, the angle at which a classical source moving uniformly at $v>s$ radiates sound.

Every value of $q$ inside a stated window is reached at some angle. For $k=0$ the angle has no meaning, and (b) gives the single value $q=2k_s$.

\section{The conservation laws}

\paragraph{Lemma 1.} Let $\sigma=+1$ for absorption and $\sigma=-1$ for emission. Then $q=2\sigma(k_s-k\cos\theta)$.

\paragraph{Proof.} The final wavevector is $\mathbf k'=\mathbf k+\sigma\mathbf q$, and the final electron energy is $E(\mathbf k')=E(\mathbf k)+\sigma\hbar sq$. Since $\sigma^2=1$, squaring the wavevector gives
\begin{equation}
k'^2=k^2+2\sigma kq\cos\theta+q^2 .
\end{equation}
Energy conservation therefore reads
\begin{equation}
\frac{\hbar^2}{2m}\left(k^2+2\sigma kq\cos\theta+q^2\right)
=\frac{\hbar^2k^2}{2m}+\sigma\hbar sq .
\end{equation}
The terms in $k^2$ cancel. Multiplying the rest by $2m/\hbar^2$ and using $ms/\hbar=k_s$,
\begin{equation}
2\sigma kq\cos\theta+q^2=2\sigma k_sq .
\end{equation}
One root is $q=0$, which means that no phonon is exchanged. For $q>0$ we may divide by $q$ and obtain $q=2\sigma(k_s-k\cos\theta)$. $\square$

\paragraph{Proof of (a).} With $\sigma=-1$ the lemma gives $q=2(k\cos\theta-k_s)$. The condition $q>0$ demands
\begin{equation}
\cos\theta>\frac{k_s}{k}=\frac{s}{v}.
\end{equation}
Because $\cos\theta\le1$, this has a solution if and only if $v>s$. As $\cos\theta$ rises from $s/v$ (excluded) to $1$ (included), $q$ rises continuously from $0$ to $2(k-k_s)$, so the whole window is covered. $\square$

\paragraph{Proof of (b).} With $\sigma=+1$ the lemma gives $q=2(k_s-k\cos\theta)$, which is largest for a phonon running against the electron, $\cos\theta=-1$, where $q=2(k_s+k)$. If $v<s$, then $k<k_s$ and $q$ is positive at every angle; its smallest value, at $\cos\theta=1$, is $2(k_s-k)$. If $v\ge s$, positivity restricts the angles to $\cos\theta<s/v$, and $q$ comes down to zero at the edge of that range. Continuity in $\cos\theta$ again fills the windows. $\square$

For $v>s$ the two processes divide the directions between them: phonons inside the cone $\cos\theta>s/v$ can be emitted, and those outside it can be absorbed. On the cone itself the phonon wavevector shrinks to zero.

\section{What the condition means}

\paragraph{Lemma 2.} Let $v_\parallel=v\cos\theta$ be the electron velocity along $\mathbf q$. In emission and in absorption alike,
\begin{equation}
v'_\parallel=2s-v_\parallel,\qquad \mathbf v'_\perp=\mathbf v_\perp .
\label{eq:wall}
\end{equation}

\paragraph{Proof.} The velocity changes by $\mathbf v'-\mathbf v=\sigma\hbar\mathbf q/m$, which is directed along $\mathbf q$, so the transverse part is unchanged. The energy change is
\begin{equation}
E'-E=\frac m2\left(v'^2-v^2\right)
=\frac m2(\mathbf v'-\mathbf v)\cdot(\mathbf v'+\mathbf v)
=\sigma\hbar\,\mathbf q\cdot\frac{\mathbf v+\mathbf v'}{2}.
\end{equation}
It must equal $\sigma\hbar sq$. Dividing by $\sigma\hbar q$ gives $(v_\parallel+v'_\parallel)/2=s$. $\square$

Seen from a frame moving at $s$ along $\mathbf q$, the parallel velocity $v_\parallel-s$ simply changes sign. The electron bounces elastically from a wall that travels with the wavefront. If $v_\parallel>s$, the electron catches the wall, pushes it forward and loses energy: this is emission. If $v_\parallel<s$, the wall catches the electron and gives it energy: this is absorption. An electron with $v<s$ can catch no wavefront, whatever its direction.

\section{The classical source and the Cherenkov cone}

For emission, multiplying $k\cos\theta=k_s+q/2$ by $\hbar/m$ gives
\begin{equation}
v\cos\theta=s+\frac{\hbar q}{2m}.
\label{eq:recoil}
\end{equation}
The last term is the recoil: the electron slows down while it emits, and $v_\parallel$ must exceed $s$ by half of the velocity lost. Without recoil the condition is $v\cos\theta=s$, or $\mathbf q\cdot\mathbf v=\omega$.

\paragraph{Lemma 3.} A classical source moving uniformly at velocity $\mathbf v$ feeds energy steadily into sound waves of wavenumber $q$ if $v>s$, with wave normals at $\cos\theta=s/v$. If $v<s$, the energy in these waves stays bounded.

\paragraph{Proof.} Expand a scalar sound field in plane waves $Q_{\mathbf q}(t)e^{i\mathbf q\cdot\mathbf r}$. A source at $\mathbf r=\mathbf vt$ drives each amplitude with the phase it has at the source:
\begin{equation}
\ddot Q+\omega^2Q=Fe^{-i\Omega t},\qquad \Omega=\mathbf q\cdot\mathbf v=\omega\frac vs\,c,\qquad c=\cos\theta .
\end{equation}
Here $F$ is real and may depend on $q$, but not on direction. Define $b_\pm=\dot Q\mp i\omega Q$. Differentiating and inserting the equation of motion,
\begin{equation}
\dot b_\pm=-\omega^2Q\mp i\omega\dot Q+Fe^{-i\Omega t}
=\mp i\omega b_\pm+Fe^{-i\Omega t}.
\end{equation}
Hence $\frac{d}{dt}(b_\pm e^{\pm i\omega t})=Fe^{-i(\Omega\mp\omega)t}$. Starting from rest and integrating from $0$ to $t$,
\begin{equation}
|b_\pm|^2=F^2\,\frac{\sin^2(\delta_\pm t/2)}{(\delta_\pm/2)^2},\qquad \delta_\pm=\Omega\mp\omega .
\end{equation}
The cross terms cancel in $|b_+|^2+|b_-|^2=2|\dot Q|^2+2\omega^2|Q|^2$, so the mode energy is
\begin{equation}
W=\tfrac12\left(|\dot Q|^2+\omega^2|Q|^2\right)=\tfrac14\left(|b_+|^2+|b_-|^2\right).
\end{equation}

Now integrate over $c$ from $-1$ to $1$ at fixed $q$, with $dc=s\,d\delta/(v\omega)$. If $v<s$, then $|\delta_\pm|\ge\omega(1-v/s)>0$ at every angle. The integrand never exceeds $4F^2/\delta_\pm^2$, and the energy is bounded for all times. If $v>s$, the points $\delta_\pm=0$ lie inside the range, at $c=\pm s/v$. Since
\begin{equation}
\int_{-\infty}^{\infty}\frac{\sin^2(\delta t/2)}{(\delta/2)^2}\,d\delta=2\pi t,
\end{equation}
and the parts outside the actual range are bounded in time, the two resonances together give
\begin{equation}
\int_{-1}^{1}W\,dc=\frac14\cdot2\cdot F^2\,\frac{s}{v\omega}\,2\pi t+\text{bounded}
=\frac{\pi F^2s}{v\omega}\,t+\text{bounded}.
\label{eq:power}
\end{equation}
At $c=-s/v$ the amplitude varies as $e^{+i\omega t}$, so that wave travels along $-\mathbf q$. Both resonances therefore describe sound travelling at the angle $\arccos(s/v)$ to $\mathbf v$. $\square$

\paragraph{Proof of (c).} Letting $q\to0$ in \eqref{eq:recoil} gives $\cos\theta\to s/v$, which is the angle of Lemma 3. $\square$

The wavefronts are perpendicular to their normals. They form a Mach cone behind the source whose half-angle is $90^\circ-\arccos(s/v)=\arcsin(s/v)$.

Direct time integration of the driven modes tests the angle-integrated growth rate \eqref{eq:power} and its absence below the speed of sound. For $v=2s$ the growth rate is $1.5708\,F^2/\omega$, equal to $\pi s/v$ in the same unit to the digits shown. For $v=0.5s$ it is $0.00001\,F^2/\omega$, a remainder of the finite observation time. Both rates are averages over $100\le\omega t\le200$. The remainder oscillates with the choice of window: nearby windows give values of either sign up to about $0.001\,F^2/\omega$. Exactly at $v=s$, a case Lemma 3 leaves out, the resonances sit at the ends $c=\pm1$ of the range, half of each peak lies inside, and the energy grows at half the rate \eqref{eq:power}.

\paragraph{Remark on recoil.} The classical cone describes phonons with $q\ll2k_s$ that also lie far below the upper limit $2(k-k_s)$. The first condition makes the recoil term $\hbar q/2m$ small compared with $s$. The second matters just above the threshold, where the cone is narrow and even a small recoil changes the angle strongly. At larger $q$ the angle given by \eqref{eq:recoil} is smaller, and the most energetic phonon goes straight ahead. For $v\gg s$ most of the window $0<q\le2(k-k_s)$ lies beyond $2k_s$. Emission there has the Cherenkov threshold, but its angles are set mainly by recoil.

\section{Energy exchange and limiting cases}

\paragraph{Corollary.} In one emission the electron loses at most $2ms(v-s)$, and its final speed is at least $|v-2s|$.

\paragraph{Proof.} The loss is $\hbar sq\le2\hbar s(k-k_s)=2ms(v-s)$. Dividing the energy balance by $m/2$,
\begin{equation}
v'^2=v^2-\frac{2\hbar sq}{m}\ge v^2-4s(v-s)=(v-2s)^2.\qquad\square
\end{equation}

An electron with $v=2s$ can thus be stopped by a single emission. Relative to the initial kinetic energy, the largest loss is
\begin{equation}
\frac{2ms(v-s)}{mv^2/2}=4\,\frac sv\left(1-\frac sv\right).
\end{equation}

\textit{Fast electrons}, $v\gg s$. This fraction is about $4s/v$, which is small. Both upper limits $2(k\mp k_s)$ differ only by the small fraction $s/v$ from $2k$, the wavevector change in elastic backscattering. This is the basis for treating acoustic scattering as nearly elastic, and it fails as $v$ comes down towards a few times $s$. For the parameters of the example below, an electron of energy $\tfrac32k_BT$ has $v/s\approx33$ at 300 K and $17$ at 77 K, with largest losses of 12\% and about 22\%, so for so heavy a mass the approximation is already rough at 77 K.

\textit{Slow electrons}, $v<s$. Only absorption remains among the one-phonon processes. At the lower limit $q=2(k_s-k)$ the final speed follows from
\begin{equation}
v'^2=v^2+\frac{2\hbar sq}{m}=v^2+4s(s-v)=(2s-v)^2 .
\end{equation}
Since $v'$ grows with $q$, every absorption leaves the electron with $v'\ge2s-v>s$. One absorption always lifts a slow electron above the emission threshold.

\section{Worked example}

Take the round model parameters $m=0.50\,m_e=4.5547\times10^{-31}$ kg and $s=5000$ m/s. Then $k_s=ms/\hbar=2.1595\times10^7\ \mathrm{m^{-1}}$. The threshold energy is $E_s=ms^2/2=0.03554$ meV, which corresponds to $E_s/k_B=0.41$ K. A nondegenerate gas with mean energy $\tfrac32k_BT$ reaches this value at $T=\tfrac23\times0.41\ \mathrm K\approx0.27$ K, so well above that temperature most of its electrons can emit: the Maxwell fraction above $E_s$ is 39\% at 0.27 K, 84\% at 1 K and 98\% at 4.2 K. Nondegeneracy at 0.27 K requires a density well below the effective density of states, about $2.5\times10^{14}\ \mathrm{cm^{-3}}$ for this mass, and in a lightly doped crystal the carriers are frozen out on their dopants at such temperatures.

\textit{Fast electron.} For $v=20s=10^5$ m/s, $k=20k_s=4.319\times10^8\ \mathrm{m^{-1}}$ and the kinetic energy is $400E_s=14.21$ meV. The upper limits are
\begin{align}
q_{\max}^{\rm em}&=2(20-1)k_s=38k_s=8.206\times10^8\ \mathrm{m^{-1}},\\
q_{\max}^{\rm abs}&=2(20+1)k_s=42k_s=9.070\times10^8\ \mathrm{m^{-1}}.
\end{align}
Because $2ms(v\mp s)=4E_s(v/s\mp1)$, the largest loss is $4\times0.03554\times19=2.701$ meV and the largest gain is $4\times0.03554\times21=2.985$ meV. The loss is 19\% of the initial energy, in agreement with $4\times0.05\times0.95$. It reverses the electron, whose velocity along the original direction becomes $2s-v=-9\times10^4$ m/s.

The classical emission angle is $\arccos(0.05)=87.1^\circ$, and the Mach half-angle is $2.9^\circ$. A phonon emitted at $60^\circ$ has $q=2(10-1)k_s=18k_s=3.887\times10^8\ \mathrm{m^{-1}}$. That is far above $2k_s$, so its angle is governed by recoil.

\textit{Slow electron.} For $v=0.5s=2500$ m/s, a search over 1001 directions finds no emission. The absorption window runs from $2(1-0.5)k_s=2.16\times10^7\ \mathrm{m^{-1}}$ to $2(1+0.5)k_s=6.48\times10^7\ \mathrm{m^{-1}}$. The same search, made at five speeds on both sides of the threshold, tests the windows and the reflection law \eqref{eq:wall}; at the three speeds above the threshold it also tests the smallest final speed after emission, $|v-2s|$. The numerical output lists the window limits for $v=20s$ and $v=0.5s$.

\section{Where the result holds and where it changes}

\paragraph{Several emitted phonons.} For pure emission on the linear branch, the threshold does not depend on the restriction to one phonon. Let phonons $\mathbf q_i$ of total wavevector $\mathbf K=\sum_i\mathbf q_i$ be emitted together by an electron with $v\le s$. The energy it can supply is
\begin{equation}
E(\mathbf k)-E(\mathbf k-\mathbf K)=\hbar\mathbf K\cdot\mathbf v-\frac{\hbar^2K^2}{2m}\le\hbar sK-\frac{\hbar^2K^2}{2m},
\end{equation}
while the phonons need $\sum_i\hbar sq_i\ge\hbar sK$ by the triangle inequality. For $K>0$ the supply is too small; for $K=0$ it is zero and the need is positive. The process is forbidden. The argument does not cover processes that absorb one phonon and emit another. With thermal phonons present, these are open to a slow electron and can lower its energy: at $v=0.5s$, absorbing $q=0.1k_s$ running backwards and emitting $q=0.206k_s$ forwards conserves energy and wavevector and removes 85\% of the kinetic energy.

\paragraph{Curved dispersion.} On a branch that bends below the line $\omega=sq$, the phase velocity $\omega/q$ falls below $s$, which might seem to let a slower electron emit. Repeating Lemma 1 with a general $\omega(q)$ gives
\begin{equation}
v\cos\theta=\frac{\omega}{q}+\frac{\hbar q}{2m}.
\end{equation}
Take $\omega=(2s/a)\sin(qa/2)$ with lattice spacing $a$. From $\sin x\ge x-x^3/6$ for $x\ge0$, with $x=qa/2$, we have $\omega/q\ge s(1-q^2a^2/24)$, and therefore
\begin{equation}
\frac{\omega}{q}+\frac{\hbar q}{2m}-s\ \ge\ q\left(\frac{\hbar}{2m}-\frac{sqa^2}{24}\right).
\end{equation}
The right side is positive for all $0<q\le\pi/a$ if $k_sa<12/\pi$. For $a=0.50$ nm, $k_sa=0.011$, and the threshold remains $s$. At the zone edge the phase velocity has dropped to 3183 m/s, but in the parabolic band recoil raises the required speed to $7.3\times10^5$ m/s. This speed corresponds to a kinetic energy of 0.76 eV, where a real band may be far from parabolic, so the number belongs to the model. For the fast electron the bending of the phonon branch alone moves the emission limit up by 0.04\%; a departure of the electron band from the parabola can shift it more. For a very heavy carrier with $k_sa$ above this bound, the argument gives no guarantee.

\paragraph{Other conditions.} Each acoustic branch has its own $s$ and its own windows, and in an anisotropic crystal both the sound speed and the mass depend on direction. Umklapp processes add a reciprocal lattice vector to $\mathbf k'$ and need a separate analysis. If the electron states have a lifetime $\tau$, energies are defined to about $\hbar/\tau$, and the windows are blurred accordingly. A sharp threshold needs $\hbar/\tau\ll E_s$. In the worked example $\hbar/E_s=18.5$ ps, so the lifetime must be much longer than this; at shorter lifetimes the threshold and the window of the slow electron are washed out. Finally, the windows say which transitions are possible, not how frequent they are: the rates also contain the coupling strength, the phonon occupation and, in a degenerate gas, the chance that the final electron state is empty.

\section*{Table of computed values}
\begin{verbatim}
MODEL
effective mass              4.5547e-31 kg
effective mass / m_e        0.50
sound speed s               5000 m/s
lattice spacing a           0.50 nm
k_s = m s / hbar            2.1595e+07 1/m
threshold energy m s^2/2    0.03554 meV
threshold energy / k_B      0.4124 K
FAST ELECTRON, v = 20 s
speed                       100000 m/s
wavevector k                4.3190e+08 1/m
kinetic energy              14.214 meV
largest emitted q           8.2061e+08 1/m
largest absorbed q          9.0699e+08 1/m
emitted q at 60 degrees     3.8871e+08 1/m
largest energy loss         2.7007 meV
largest energy gain         2.9850 meV
largest loss / energy       0.1900
speed after largest loss    -90000 m/s (along k)
emission cone angle         87.134 degrees
Mach cone half-angle        2.866 degrees
SLOW ELECTRON, v = 0.5 s
speed                       2500 m/s
wavevector k                1.0797e+07 1/m
emission directions found   0
smallest absorbed q         2.1595e+07 1/m
largest absorbed q          6.4785e+07 1/m
CLASSICAL SOURCE, power in units F^2/omega
v = 2 s, time integration   1.5708
v = 2 s, pi s / v           1.5708
v = 0.5 s, time integration 0.00001
SINE DISPERSION
zone edge pi/a              6.2832e+09 1/m
largest emitted q/zone edge 0.1306
phase velocity at edge      3183 m/s
needed speed at edge        7.3057e+05 m/s
largest emitted q, sine     8.2091e+08 1/m
relative shift of limit     0.0369 percent
\end{verbatim}
